One photon in a uniform waveguide array: output distribution and spreading

Parallel waveguides, numbered n = …, −1, 0, 1, …, form an infinite array along which light travels in the direction z. The guides are identical and lossless, and each carries a single mode. Light leaks between nearest neighbours only, at a rate that doesn't depend on z. One photon of definite frequency and polarisation enters guide 0 at z = 0, with vacuum at every other input. The questions are where it emerges after a length z and how the uncertainty in its position depends on z.

Let β be the propagation constant of an isolated guide and C the real coupling between neighbours, both in units of inverse length. Phases advance as exp(+iβz). Position is counted in guides, so its variance is a pure number, written below as "sites²". Engineering units are used for the device.

**(a) Find the equations obeyed by the photon's amplitudes.**

Let aₙ† create a photon in guide n, with [aₙ, aₘ†] = δₙₘ and [aₙ, aₘ] = 0. For forward-travelling light of fixed frequency, the starting model is the coupled-mode description, in which z plays the part that time has in ordinary quantum evolution:

d|Ψ⟩/dz = iG|Ψ⟩,

G = Σₙ [β aₙ†aₙ + C(aₙ₊₁†aₙ + aₙ†aₙ₊₁)].

The first term advances the phase in each guide. The second removes a photon from one guide and puts it in the next, or the reverse. G is Hermitian because β and C are real, so the norm of the state is conserved, as losslessness requires.

Every term in G contains one creation and one annihilation operator, so the photon number cannot change. The state therefore keeps the form

|Ψ(z)⟩ = Σₙ ψₙ(z) aₙ†|0⟩,  ψₙ(0) = δₙ₀,

and Pₙ = |ψₙ|² is the probability of finding the photon in guide n.

To let G act on this state, use [aₘ†aₗ, aₙ†] = aₘ†δₗₙ. The β term contributes βaₙ†. The coupling terms that annihilate in guide n create in guides n+1 and n−1. Hence

[G, aₙ†] = β aₙ† + C(aₙ₊₁† + aₙ₋₁†).

Since G|0⟩ = 0, we have Gaₙ†|0⟩ = [G, aₙ†]|0⟩. Multiply by ψₙ, sum over n, and collect the coefficient of each aₙ†|0⟩. Guide n receives amplitude from n−1 and n+1, so

dψₙ/dz = iβψₙ + iC(ψₙ₊₁ + ψₙ₋₁).  (1)

**(b) Solve these equations for the single-site input.**

The array looks the same from every guide, which suggests a Fourier series in n. Define

F(k,z) = Σₙ ψₙ(z) e^(−ikn).

Here k is the phase difference between neighbouring guides and runs over one period of length 2π. In the transform of (1), relabelling m = n+1 gives

Σₙ ψₙ₊₁ e^(−ikn) = e^(ik) Σₘ ψₘ e^(−ikm) = e^(ik)F.

Likewise, the ψₙ₋₁ term gives e^(−ik)F. The two exponentials add to 2cos k, and the coupled equations separate:

∂F/∂z = i(β + 2C cos k)F.

The initial condition ψₙ(0) = δₙ₀ means F(k,0) = 1, so

F(k,z) = exp[i(β + 2C cos k)z].  (2)

The Fourier coefficients of F are the amplitudes:

ψₙ = e^(iβz) (1/2π) ∫ exp(ikn + 2iCz cos k) dk,

with the integral over one period. Put k = t + π/2. Then cos k = −sin t and e^(ikn) = iⁿe^(int). The integrand is periodic, so the limits may again be any full period:

ψₙ = e^(iβz) iⁿ (1/2π) ∫ exp[i(nt − 2Cz sin t)] dt.

The remaining integral defines the Bessel function of integer order,

Jₙ(x) = (1/2π) ∫ exp[i(nt − x sin t)] dt.

Therefore

ψₙ(z) = e^(iβz) iⁿ Jₙ(2Cz),  Pₙ(z) = Jₙ(2Cz)².  (3)

The power series of Jₙ follows from the same integral. Since −i sin t = (e^(−it) − e^(it))/2,

e^(−ix sin t) = Σᵣ (x/2)^r e^(−irt)/r! × Σₛ (−x/2)^s e^(ist)/s!.

Multiplying by e^(int) and averaging over a period leaves only the terms with r = n+s. For n ≥ 0,

Jₙ(x) = Σₛ (−1)^s (x/2)^(n+2s) / [s!(n+s)!].

For negative order, substitute t → π − t in the integral to obtain J₋ₙ = (−1)ⁿJₙ. The squares are equal, so the distribution is symmetric about the input guide. Reversing the sign of C also leaves Pₙ unchanged, because the series gives Jₙ(−x) = (−1)ⁿJₙ(x).

For Cz ≪ 1 the series gives P₀ ≈ 1 − 2C²z² and P₁ = P₋₁ ≈ C²z². The probability of leaving the input guide starts quadratically because amplitude, not probability, is transferred at a constant initial rate.

**(c) Find the normalisation, mean and variance of the distribution.**

It is unnecessary to sum squared Bessel functions one by one. Parseval's relation turns sums over guides into averages over k:

Σₙ |ψₙ|² = (1/2π) ∫ |F|² dk = 1,

since (2) is a pure phase. F is a smooth periodic function of k, so its Fourier coefficients fall faster than any power of n. The moments therefore converge, and the series may be differentiated term by term:

i ∂F/∂k = Σₙ nψₙ e^(−ikn).

Differentiating (2) instead gives

i ∂F/∂k = i × i(−2Cz sin k)F = 2Cz sin k F.  (4)

The factor i × i = −1 cancels the minus sign from the derivative of cos k. Parseval's relation for the pair F and i∂F/∂k now gives the mean:

⟨n⟩ = (1/2π) ∫ F* (i ∂F/∂k) dk = (1/2π) ∫ 2Cz sin k dk = 0.

Applied to i∂F/∂k with itself, it gives

⟨n²⟩ = (1/2π) ∫ |i ∂F/∂k|² dk = 4C²z² (1/2π) ∫ sin²k dk.

The average of sin²k over a period is 1/2, and the mean position is zero. Thus

Var(n) = ⟨n²⟩ − ⟨n⟩² = 2C²z².  (5)

Within this model the law holds at every z, not merely at large z. The rms spread is √2 Cz, proportional to the length.

**(d) Explain the quadratic growth, find the large-distance shape, and compare with incoherent hopping.**

Equation (4) says that the component with phase difference k contributes a displacement 2Cz sin k. Its transverse velocity, in guides per unit length, is

v(k) = 2C sin k.

A photon localised in one guide contains all k with equal weight, since |F|² = 1. In a uniform array k is conserved, so each component keeps its velocity. Displacements then grow as z and their variance as z². This is ballistic spreading.

The picture also yields the large-distance distribution. Consider the average of exp(isn/z) for fixed s. Multiplying ψₙ by exp(isn/z) shifts k to k − s/z in its Fourier series, so

Σₙ Pₙ e^(isn/z) = (1/2π) ∫ F*(k,z) F(k − s/z, z) dk

= (1/2π) ∫ exp{2iCz[cos(k − s/z) − cos k]} dk.

As z → ∞, the bracket approaches (s/z) sin k, and the integral approaches the average of exp(is·2C sin k). Hence n/z acquires the distribution of v(k) with k uniform. Two values of k give each velocity, and |dv/dk| = √(4C² − v²), so the limiting density is

p(v) = 2 × (1/2π) / √(4C² − v²) = 1/[π√(4C² − v²)],  |v| < 2C.

It is smallest at the centre and rises towards v = ±2C. At large 2Cz, and for ranges of several guides, the photon is therefore more likely to be found near one of the two fronts, at n = ±2Cz, than in an equally wide range of guides at the centre. This density describes probability collected over many guides; the individual Pₙ also oscillate with n. At finite z the fronts are not sharp, and some probability lies beyond them.

For contrast, suppose that phase relations between guides are lost and the photon hops at rate R to each neighbour. Probabilities, rather than amplitudes, then obey

dpₙ/dz = R(pₙ₊₁ + pₙ₋₁ − 2pₙ).

Multiply by n² and sum, relabelling so that every term contains pₙ:

d⟨n²⟩/dz = R Σₙ pₙ[(n−1)² + (n+1)² − 2n²] = 2R.

The mean stays at zero by symmetry, so the variance is 2Rz. Coherent propagation through a uniform array gives z²; this incoherent process gives z.

**(e) Does the distribution show that the light is quantum?**

Compare the photon with a coherent state, the quantum description of ideal laser light, sent into guide 0. Let U = exp(iGz) and A(z) = Ua₀†U†. Then dA/dz = i[G, A]. By the commutator in (a) and equation (1), this is satisfied by

A(z) = Σₙ ψₙ(z) aₙ†,

which also has the correct initial value a₀†. Apart from normalisation, the input state is exp(αa₀†)|0⟩. Since U|0⟩ = |0⟩, the output is

exp(α Σₙ ψₙaₙ†)|0⟩.

This is a product of coherent states with amplitudes αψₙ. The mean photon number in guide n is |α|²Pₙ, so the normalised intensity pattern equals the one-photon distribution. Measuring Pₙ alone cannot distinguish the two inputs.

Coincidences can. One photon cannot be detected in two guides at once, so ⟨NₘNₗ⟩ = 0 for m ≠ l, where Nₙ = aₙ†aₙ. For the coherent input, the product state gives ⟨NₘNₗ⟩ = |α|⁴PₘPₗ.

A three-guide example with input in the middle shows the difference. By symmetry the outer amplitudes are equal. The middle guide couples to their normalised sum with strength √2 C, so each outer probability is ½sin²(√2 Cz). For C = 30 mm⁻¹ and z = 0.02 mm this is 0.28. With |α|² = 0.25, the coincidence value is 0.25² × 0.28² ≈ 0.005. A calculation in photon-number space, cut off at five photons per guide, gives 0.00495 for coherent light and zero for one photon.

**(f) Evaluate the result for a silicon photonic array.**

Take silicon wires 450 nm wide and 220 nm high, embedded in silica, with 200 nm gaps and a wavelength of 1550 nm. The pitch is 450 + 200 = 650 nm. Let the array be 0.10 mm long, and take C = 30 mm⁻¹ as an illustrative value. For the TE-like mode, wires with exactly these dimensions couple about twice as strongly, with C near 64 mm⁻¹. The rms spread, being proportional to C, would then be about 5.9 µm at this length, so the numbers below describe a more weakly coupled array at the same pitch. With C = 30 mm⁻¹,

2Cz = 2 × 30 × 0.10 = 6.0.

The probabilities in each of the guides +n and −n are:

n = 0: 0.023
n = 1: 0.077
n = 2: 0.059
n = 3: 0.013
n = 4: 0.128
n = 5: 0.131
n = 6: 0.060
n = 7: 0.017
n = 8: 0.003

For example, J₅(6) = 0.3621 and its square is 0.131. The most likely guides are ±5, just inside the fronts at ±6. The six guides with |n| = 4, 5 and 6 hold 2 × (0.128 + 0.131 + 0.060) ≈ 0.64 of the probability, while 0.041 lies beyond the fronts. The input guide holds only 0.023 at this length; its probability J₀(2Cz)² oscillates as z grows.

The variance is

2 × 30² × 0.10² = 18 sites².

The rms spread is √18 = 4.24 guides, or 4.24 × 0.65 = **2.76 µm**. Direct diagonalization of a long finite array, which makes no use of Bessel functions, gives variances of 0.18, 18, 450 and 1800 sites² at 0.01, 0.10, 0.50 and 1.00 mm. Ten times the length gives a hundred times the variance.

If R is set equal to C for comparison, incoherent hopping gives 2 × 30 × 0.10 = 6 sites² at 0.10 mm. That choice of R is illustrative. The difference in the power of z does not depend on it.

**(g) Add second-neighbour coupling, then estimate what else changes in a real device.**

Let C₂ couple guides n and n±2. The same Fourier step adds 2C₂cos 2k to the phase rate in (2), and the velocity becomes

v(k) = 2C sin k + 4C₂ sin 2k.

The average of sin k sin 2k is zero, while each squared sine averages to 1/2. Therefore

Var(n) = (2C² + 8C₂²)z².

The growth remains quadratic, with a relative increase of 4(C₂/C)². For an assumed C₂/C = 0.05 this is 4 × 0.0025 = 1.00 %. The shape is more sensitive: some Pₙ changes by 0.007, to be compared with the largest probability, 0.131. With C₂ present, (3) no longer gives the distribution.

The coupling and the error sizes used here are rough assumptions, not data for a particular chip. Over long distances, the assumption that all guides are identical can fail badly. If the mode index changes by 0.002 per nanometre of width, a random width error of 0.5 nm rms detunes a guide by

(2π/1550 nm) × 0.002 nm⁻¹ × 0.5 nm = 4.05 mm⁻¹ rms.

Random arrays with independent detunings, each constant along its guide, and C held at 30 mm⁻¹ (stronger coupling weakens the effect at a given length) give these mean variances, relative to 2C²z²:

0.5 nm rms: 0.984 at 0.1 mm; 0.810 at 1.0 mm
2.0 nm rms: 0.78 at 0.1 mm; 0.143 at 1.0 mm

Each is an average over 150 arrays, with a statistical error below 0.01. Detuning breaks the translation symmetry, so k is no longer conserved and the argument for constant velocities fails. With 2 nm errors, a tenfold increase in length raises the mean variance by only 100 × 0.143/0.78 ≈ 18 times. The quadratic law is then a poor guide, although it remains useful for the short array with 0.5 nm errors.

A gap error common to the whole array acts differently: it preserves the z² law but changes C. Outside a wire the field falls roughly as exp(−γx), where, neglecting its vertical variation,

γ = (2π/λ)√(n_mode² − n_clad²).

Indices of 2.35 and 1.444 give γ = 7.52 µm⁻¹. Taking C proportional to exp(−γ × gap), a gap wider by 5 nm multiplies the variance by exp(−2 × 7.52 × 0.005) ≈ 0.93, a reduction of about 7 %. The neglected vertical variation makes the decay somewhat faster, and for these wires the reduction is nearer 8 %. This estimate holds for a gap change at fixed wire width. If the pitch is fixed instead, as in a common etch error, a wider gap comes with narrower wires whose tails reach further. For this geometry the two effects nearly cancel, and the variance rises by about 1 %. A predicted spread is in any case no better than the knowledge of C.

The remaining effects are small for the assumed 0.10 mm device with C = 30 mm⁻¹:

- **Bandwidth.** If the detector does not record colour, probabilities for different wavelengths add. With C varying linearly by 0.5 % per nanometre and an rms bandwidth of 1 nm, the mean of C² rises by the fraction 0.005², or 0.0025 %.
- **Loss.** At 3 dB/cm the loss is 0.03 dB, and the photon is lost with probability 0.7 %. Equal loss in all guides multiplies every amplitude by the same factor, so the distribution of surviving photons is unchanged.
- **Edges.** Replacing the infinite array by 21 guides changes no Pₙ by more than about 8 × 10⁻⁶. A longer device, or one with stronger coupling, needs more guides, because the fronts reach the edges when 2Cz is about 10. With C = 60 mm⁻¹, 2Cz is already 12 at 0.10 mm, and 21 guides are too few.
- **Thermal light.** The photon energy is 0.800 eV. At 300 K the mean thermal occupation is 3.7 × 10⁻¹⁴ per mode, so treating the unused inputs as vacuum is well justified as far as thermal radiation is concerned.

The check's output lists the main computed values.

Computed results

```
wavelength 1550 nm, photon energy 0.800 eV
wire width 450, height 220, gap 200 nm; pitch 0.65 um
coupling C 30.0 1/mm, length 0.10 mm, 2Cz 6.00
n = +-0: J_n +0.15065, P_n (each guide) 0.022694
n = +-1: J_n -0.27668, P_n (each guide) 0.076554
n = +-2: J_n -0.24287, P_n (each guide) 0.058987
n = +-3: J_n +0.11477, P_n (each guide) 0.013172
n = +-4: J_n +0.35764, P_n (each guide) 0.127908
n = +-5: J_n +0.36209, P_n (each guide) 0.131107
n = +-6: J_n +0.24584, P_n (each guide) 0.060436
n = +-7: J_n +0.12959, P_n (each guide) 0.016793
n = +-8: J_n +0.05653, P_n (each guide) 0.003196
n = +-9: J_n +0.02117, P_n (each guide) 0.000448
n = +-10: J_n +0.00696, P_n (each guide) 0.000048
most likely guides: +-5
probability beyond |n| = 2Cz: 0.0410
variance 18.0000 sites^2, rms 4.2426 sites
rms spread 2.758 um
chain variance at 0.01 mm: 0.1800 sites^2
chain variance at 0.10 mm: 18.0000 sites^2
chain variance at 0.50 mm: 450.0000 sites^2
chain variance at 1.00 mm: 1800.0000 sites^2
incoherent hopping, R = 30.0 1/mm: variance 6.0000 sites^2
three guides, z = 0.02 mm, outer-pair coincidence:
  one photon 0.0e+00, coherent light with 0.25 photons 0.00495
second neighbour C2/C 0.05: variance change 1.00 %
  largest change of any P_n 0.0073
index change per width 0.0020 1/nm, 150 random arrays
width error rms 0.5 nm: detuning rms 4.05 1/mm
  variance/ideal at 0.1 mm: 0.9840 +- 0.0008
  variance/ideal at 1.0 mm: 0.8104 +- 0.0023
width error rms 2.0 nm: detuning rms 16.21 1/mm
  variance/ideal at 0.1 mm: 0.7822 +- 0.0088
  variance/ideal at 1.0 mm: 0.1431 +- 0.0038
mode index 2.35, cladding index 1.444, tail decay 7.52 1/um
all gaps wider by 5 nm: variance change -7.24 %
C slope 0.5 %/nm, bandwidth rms 1.0 nm: variance change 0.0025 %
loss 3.0 dB/cm: photon lost with probability 0.69 %
21-guide array: largest edge change of P_n 7.9e-06
thermal photons per mode at 300 K: 3.7e-14
```
